# Buckling of a Periodic Sheet by a Defect Dipole: a program that tests the result

```python
# Result under test: a flat periodic square sheet (side L, fixed cell) holding a
# defect with isotropic in-plane dipole P is unstable when P > 4 pi^2 D.
# This is the exact threshold for uniform mean stress -P/L^2, and a sufficient
# condition for the true non-uniform stress, which lowers the threshold.
# D: bending rigidity, Y: 2D Young modulus, nu: Poisson ratio, lambda, mu: 2D
# Lame constants. Tension is positive; P > 0 means the defect pushes outward.
# The test lattice has spacing 1 and D = 1; its springs give nu = 1/3.
import numpy as np
from scipy import constants
from scipy.linalg import eigh

K_NEAR, K_DIAG = 100.0, 50.0          # ratio 2 makes the lattice isotropic


class SpringSheet:
    """Square lattice with near and diagonal springs and a misfit at site 0."""

    def __init__(self, n):
        self.n, self.area = n, n * n
        site = np.arange(n * n)
        self.x, self.y = site // n, site % n
        diffs, vectors, misfits = [], [], []
        for sx, sy in ((1, 0), (0, 1), (1, 1), (1, -1)):
            end = ((self.x + sx) % n) * n + (self.y + sy) % n
            block = np.zeros((n * n, n * n))
            block[site, end] += 1.0
            block[site, site] -= 1.0
            diffs.append(block)
            vectors.append(np.tile([float(sx), float(sy)], (n * n, 1)))
            touches = (site == 0) | (end == 0)
            near = abs(sx) + abs(sy) == 1
            misfits.append(np.where(touches & near, 1 / (2 * K_NEAR), 0.0))
        self.diff = np.vstack(diffs)
        vec = np.vstack(vectors)
        self.length = np.linalg.norm(vec, axis=1)
        self.unit = vec / self.length[:, None]
        self.k = np.where(self.length < 1.1, K_NEAR, K_DIAG)
        self.misfit = np.concatenate(misfits)   # extra rest length for P = 1
        self.stretch = np.hstack([self.diff * self.unit[:, :1],
                                  self.diff * self.unit[:, 1:]])
        stiff = self.stretch.T @ (self.k[:, None] * self.stretch)
        shift = np.kron(np.eye(2), np.ones((n * n, n * n)))
        self.stiff = stiff + shift              # fixes rigid translations
        near_diff = self.diff[:2 * n * n]
        self.neg_lap = near_diff.T @ near_diff

    def relax(self, rest):
        """Minimize in-plane spring energy; return tensions and energy."""
        u = np.linalg.solve(self.stiff, self.stretch.T @ (self.k * rest))
        extension = self.stretch @ u - rest
        return self.k * extension, 0.5 * np.sum(self.k * extension**2)

    def geometric(self, tension):
        return -self.diff.T @ ((tension / self.length)[:, None] * self.diff)

    def threshold(self, geometric):
        inv = np.linalg.inv(self.neg_lap + 1.0 / self.area)
        matrix = inv @ geometric @ inv
        return 1 / np.linalg.eigvalsh((matrix + matrix.T) / 2)[-1]

    def quotient(self, z, geometric):
        return np.sum((self.neg_lap @ z)**2) / (z @ geometric @ z)

    def energy(self, z, dipole):
        slope_part = (self.diff @ z)**2 / (2 * self.length)
        plane = self.relax(dipole * self.misfit - slope_part)[1]
        return plane + 0.5 * np.sum((self.neg_lap @ z)**2)


def continuum_threshold(side, core, nu, cutoff):
    """Critical P/D with the full stress of a Gaussian-smeared dipole."""
    r = np.arange(-cutoff, cutoff + 1)
    nx, ny = [v.ravel() for v in np.meshgrid(r, r, indexing="ij")]
    keep = (nx != 0) | (ny != 0)
    qx, qy = 2 * np.pi * nx[keep] / side, 2 * np.pi * ny[keep] / side
    q2 = qx**2 + qy**2
    k2 = (qx[:, None] - qx)**2 + (qy[:, None] - qy)**2
    np.fill_diagonal(k2, 1.0)
    cross = qx[:, None] * qy - qy[:, None] * qx
    coupling = (1 - nu) * np.exp(-k2 * core**2 / 2) * cross**2 / k2
    np.fill_diagonal(coupling, q2)
    return side**2 / np.linalg.eigvalsh(coupling / np.outer(q2, q2))[-1]


# ---------- tests on the explicitly relaxed spring lattice ----------
target = 4 * np.pi**2
ripple, full, uniform, dome, low = {}, {}, {}, {}, {}
for n in (12, 16, 24):
    s = SpringSheet(n)
    q = 2 * np.pi / n
    # Dipole from force moments against the derivative of relaxed energy.
    moment = np.sum(s.k * s.misfit * s.length * s.unit[:, 0]**2)
    h = 1e-3
    pull = h * s.length * s.unit[:, 0]**2
    slope = (s.relax(s.misfit - pull)[1] - s.relax(s.misfit + pull)[1]) / (2*h)
    assert abs(slope + moment) < 1e-7
    tension = s.relax(s.misfit)[0]
    for axis in (0, 1):
        stress = np.sum(tension * s.length * s.unit[:, axis]**2) / s.area
        assert abs(stress - slope / s.area) < 1e-8
    g = s.geometric(tension)
    # A plane ripple, at any phase, must feel the mean stress alone.
    ripple[n] = s.quotient(np.cos(q * s.x + 0.7), g)
    assert abs(ripple[n] / (4 * n**2 * np.sin(np.pi / n)**2) - 1) < 1e-8
    # Uniform stress: the lowest of all modes, found by diagonalization.
    even = -s.k * s.length / (s.area * (K_NEAR + 2 * K_DIAG))
    uniform[n] = s.threshold(s.geometric(even))
    assert abs(uniform[n] / ripple[n] - 1) < 1e-7
    full[n] = s.threshold(g)
    assert full[n] < ripple[n]
    dome[n] = s.quotient(np.cos(q * s.x) + np.cos(q * s.y), g)
    waves = []
    for a, b in ((1, 0), (0, 1), (1, 1), (1, -1)):
        phase = q * (a * s.x + b * s.y)
        waves += [np.cos(phase), np.sin(phase)]
    w = np.array(waves).T
    bend = (s.neg_lap @ w).T @ (s.neg_lap @ w)
    low[n] = 1 / eigh(w.T @ g @ w, bend, eigvals_only=True)[-1]
    if n == 12:
        # Energy change with full in-plane relaxation, on both sides.
        z = 2e-3 * np.cos(q * s.x)
        changes = []
        for factor in (0.95, 1.05):
            p = factor * ripple[n]
            change = s.energy(z, p) - s.energy(0 * z, p)
            frozen = 0.5 * (np.sum((s.neg_lap @ z)**2) - p * (z @ g @ z))
            assert abs(change / frozen - 1) < 1e-2   # quartic remainder
            changes.append(change)
        assert changes[0] > 0 > changes[1]
        # Relaxation area from the minimum of the energy against cell strain.
        e = [s.relax(s.misfit - t * s.length)[1] for t in (-h, 0.0, h)]
        best = h * (e[0] - e[2]) / (2 * (e[0] - 2 * e[1] + e[2]))
        young_lattice = (K_NEAR + K_DIAG) * (1 - 1 / 9)
        area_formula = 2 * (1 - 1 / 3) / young_lattice
        assert abs(2 * best * s.area / area_formula - 1) < 1e-5
        # Tension produced by a ripple in a fixed cell.
        dz = s.diff @ z
        t_rip = s.relax(-dz**2 / (2 * s.length))[0]
        mean_t = np.sum(t_rip * s.length) / (2 * s.area)
        excess = 0.5 * np.sum((s.neg_lap @ z) * z) / s.area
        lame_sum = young_lattice / (2 * (1 - 1 / 3))
        assert abs(mean_t / (lame_sum * excess) - 1) < 1e-6
        # Equipartition: covariance matrix against a sum over waves.
        inv = np.linalg.inv(s.neg_lap + 1.0 / s.area)
        cov = inv @ inv
        near = s.diff[:2 * s.area]
        direct = np.sum((near @ cov) * near) / s.area
        symbol = 4 * np.sin(q * s.x / 2)**2 + 4 * np.sin(q * s.y / 2)**2
        assert abs(direct / (np.sum(1 / symbol[1:]) / s.area) - 1) < 1e-8


def extrapolate(v):
    """Remove the leading 1/n^2 lattice error."""
    return (24**2 * v[24] - 16**2 * v[16]) / (24**2 - 16**2)


ripple_limit, dome_limit = extrapolate(ripple), extrapolate(dome)
low_limit = extrapolate(low)
dome_formula = target / (2 - 1 / 3)
low_formula = continuum_threshold(1.0, 0.0, 1 / 3, 1)
# Remaining lattice errors are of fourth order in the wave number.
assert abs(ripple_limit / target - 1) < 1e-3
assert abs(dome_limit / dome_formula - 1) < 1e-2
assert abs(low_limit / low_formula - 1) < 2e-2

# ---------- graphene, rough typical parameters ----------
D, Y, NU = 1.5, 21.0, 0.2             # eV, eV/angstrom^2, dimensionless
CORE, TEMPERATURE, SHORTEST = 1.5, 300.0, 4.0   # angstrom, K, angstrom
sides = (12.5, 25.0, 50.0)
p_crit = target * D
to_newton_per_m = constants.e * 1e20
hartree = constants.physical_constants["Hartree energy in eV"][0]
kt = constants.k * TEMPERATURE / constants.e
full_p = [D * continuum_threshold(L, CORE, NU, 16) for L in sides]
coarse = D * continuum_threshold(sides[-1], CORE, NU, 12)
assert abs(coarse / full_p[-1] - 1) < 1e-2
assert p_crit > full_p[0] > full_p[1] > full_p[2]


def thermal_tension(side):
    """Classical harmonic ripples in a fixed cell, in eV/angstrom^2."""
    m = int(side / SHORTEST) + 1
    r = np.arange(-m, m + 1)
    n2 = (r[:, None]**2 + r**2).ravel()
    n2 = n2[(n2 > 0) & (n2 <= (side / SHORTEST)**2)]
    mean_slope2 = kt / (D * side**2) * np.sum((side / (2 * np.pi))**2 / n2)
    return Y / (2 * (1 - NU)) * 0.5 * mean_slope2


print("Lattice test, critical P/D (dimensionless), nu = 1/3")
print(f"4 pi^2: {target:.3f}")
for n in ripple:
    print(f"n = {n} sites per side: mean stress only {uniform[n]:.3f}, "
          f"plane ripple {ripple[n]:.3f}, all modes {full[n]:.3f}")
print(f"plane ripple, extrapolated: {ripple_limit:.3f}")
print(f"dome, extrapolated: {dome_limit:.3f}; formula: {dome_formula:.3f}")
print(f"eight longest waves, extrapolated: {low_limit:.3f}; "
      f"Fourier stress: {low_formula:.3f}")
print(f"energy change at 0.95 and 1.05 of ripple threshold, n = 12: "
      f"{changes[0]:.2e}, {changes[1]:.2e} (units of D)")
print("Graphene, rough typical parameters")
print(f"D = {D} eV, Y = {Y} eV/angstrom^2, nu = {NU}")
print(f"critical dipole 4 pi^2 D: {p_crit:.1f} eV = {p_crit/hartree:.2f} hartree")
print(f"relaxation area at that dipole: {2*p_crit*(1-NU)/Y:.2f} angstrom^2")
print(f"point-defect dome bound: {p_crit/(2-NU):.1f} eV")
print(f"core width for full stress: {CORE} angstrom")
for L, p in zip(sides, full_p):
    stress = p_crit / L**2
    print(f"L = {L} angstrom: critical mean compression {stress:.4f} "
          f"eV/angstrom^2 = {stress*to_newton_per_m:.2f} N/m")
    print(f"  equivalent linear strain {100*stress*(1-NU)/Y:.3f} percent")
    print(f"  full-stress critical dipole {p:.1f} eV, "
          f"ratio to 4 pi^2 D {p/p_crit:.3f}")
print(f"temperature {TEMPERATURE:.0f} K, kT = {kt:.5f} eV, "
      f"shortest ripple {SHORTEST} angstrom")
for L in sides:
    t = thermal_tension(L)
    print(f"L = {L} angstrom: thermal tension {t:.4f} eV/angstrom^2, "
          f"ratio to critical compression {t*L**2/p_crit:.2f}")
print("every check passed")
```

It prints:

```
Lattice test, critical P/D (dimensionless), nu = 1/3
4 pi^2: 39.478
n = 12 sites per side: mean stress only 38.585, plane ripple 38.585, all modes 10.330
n = 16 sites per side: mean stress only 38.974, plane ripple 38.974, all modes 10.189
n = 24 sites per side: mean stress only 39.253, plane ripple 39.253, all modes 10.033
plane ripple, extrapolated: 39.477
dome, extrapolated: 23.686; formula: 23.687
eight longest waves, extrapolated: 18.342; Fourier stress: 18.345
energy change at 0.95 and 1.05 of ripple threshold, n = 12: 5.18e-07, -5.16e-07 (units of D)
Graphene, rough typical parameters
D = 1.5 eV, Y = 21.0 eV/angstrom^2, nu = 0.2
critical dipole 4 pi^2 D: 59.2 eV = 2.18 hartree
relaxation area at that dipole: 4.51 angstrom^2
point-defect dome bound: 32.9 eV
core width for full stress: 1.5 angstrom
L = 12.5 angstrom: critical mean compression 0.3790 eV/angstrom^2 = 6.07 N/m
  equivalent linear strain 1.444 percent
  full-stress critical dipole 31.8 eV, ratio to 4 pi^2 D 0.537
L = 25.0 angstrom: critical mean compression 0.0947 eV/angstrom^2 = 1.52 N/m
  equivalent linear strain 0.361 percent
  full-stress critical dipole 23.3 eV, ratio to 4 pi^2 D 0.394
L = 50.0 angstrom: critical mean compression 0.0237 eV/angstrom^2 = 0.38 N/m
  equivalent linear strain 0.090 percent
  full-stress critical dipole 19.3 eV, ratio to 4 pi^2 D 0.327
temperature 300 K, kT = 0.02585 eV, shortest ripple 4.0 angstrom
L = 12.5 angstrom: thermal tension 0.0273 eV/angstrom^2, ratio to critical compression 0.07
L = 25.0 angstrom: thermal tension 0.0403 eV/angstrom^2, ratio to critical compression 0.42
L = 50.0 angstrom: thermal tension 0.0528 eV/angstrom^2, ratio to critical compression 2.23
every check passed
```
